# Does One Mean Switching Time Set Nearly Every Memory Cell?: a numerical check

```python
"""
Result under test: identical cells that switch irreversibly at a constant
rate k have mean switching time tau = 1/k, and a pulse of width tau leaves
the fraction exp(-1), about 37 percent, unswitched.
Activated rate: k = nu exp(-(E - p F)/(kB T)), field F = voltage/gap.
E: zero-field barrier (eV), p: effective dipole (e nm), nu: attempt rate (1/s).
The device parameters are rough round values for a filamentary oxide cell.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad
from scipy.linalg import expm

KB = Boltzmann / elementary_charge      # eV/K
rng = np.random.default_rng(7)
inv_e = np.exp(-1.0)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# --- Coin tossing: each unswitched cell has the same chance in every step.
n_cells, steps_per_mean = 200_000, 200
times = np.zeros(n_cells)
alive = np.arange(n_cells)
step = 0
while alive.size:
    step += 1
    hit = rng.random(alive.size) < 1.0 / steps_per_mean
    times[alive[hit]] = step
    alive = alive[~hit]
sample_mean = times.mean()
left_mc = np.mean(times > sample_mean)
remaining = times[times > sample_mean] - sample_mean
remaining_ratio = remaining.mean() / sample_mean
left_again = np.mean(remaining > sample_mean)
median_ratio = np.median(times) / sample_mean
assert abs(sample_mean / steps_per_mean - 1) < 0.015
assert abs(left_mc - inv_e) < 0.006
assert abs(remaining_ratio - 1) < 0.02
assert abs(left_again - inv_e) < 0.01
assert abs(median_ratio - np.log(2)) < 0.015

# Arrays of 100 cells: chance that all have switched at tau ln(100).
last_times = times.reshape(-1, 100).max(axis=1)
all_mc = np.mean(last_times <= sample_mean * np.log(100))
all_formula = (1 - 1 / 100) ** 100
assert abs(all_mc - all_formula) < 0.045


# --- Diffusion from a reflecting wall at x=0 to an absorbing end at x=2.
def passage(potential, n_sites=200):
    """Mean passage time and fraction left at that time (energy in kT)."""
    x = np.linspace(0, 2, n_sites + 1)
    u = potential(x)
    hop = (n_sites / 2) ** 2
    forward = hop * np.exp(-np.diff(u) / 2)
    backward = np.zeros(n_sites)
    backward[1:] = hop * np.exp(np.diff(u)[:-1] / 2)
    exit_rate = np.diag(forward + backward)
    generator = exit_rate - np.diag(forward[:-1], 1) - np.diag(backward[1:], -1)
    mean = np.linalg.solve(generator, np.ones(n_sites))[0]
    off = np.full(n_sites - 1, hop)
    symmetric = exit_rate - np.diag(off, 1) - np.diag(off, -1)
    rates, modes = np.linalg.eigh(symmetric)
    weights = np.exp(-(u[:-1] - u[0]) / 2)
    occupation = weights * (modes @ (np.exp(-rates * mean) * modes[0]))
    return mean, occupation.sum()


def barrier(height):
    return lambda x: height * (1 - np.cos(np.pi * x)) / 2


mean10, left_barrier = passage(barrier(10.0))
mean12, _ = passage(barrier(12.0))
_, left_drift = passage(lambda x: -10.0 * x)
assert abs(left_barrier - inv_e) < 1e-3
assert left_drift > 0.40
# A high-barrier escape time grows as exp(height)/height for this shape.
assert abs((mean12 / mean10) * (12 / 10) / np.exp(2) - 1) < 0.03

# --- Two equal sequential steps with total mean time 1.
two_step = expm(np.array([[-2.0, 0.0], [2.0, -2.0]])) @ np.array([1.0, 0.0])
left_two_step = two_step.sum()
assert abs(left_two_step - 3 * np.exp(-2)) < 1e-12

# --- Device example.
gap, voltage, temperature = 2.0, 1.2, 300.0      # nm, V, K
barrier_zero, dipole, attempt = 1.4, 1.5, 1e13   # eV, e nm, 1/s


def rate(v, temp=temperature, thickness=gap):
    return attempt * np.exp(-(barrier_zero - dipole * v / thickness) / (KB * temp))


thermal = KB * temperature
lowering = dipole * voltage / gap
k_set = rate(voltage)
tau = 1 / k_set
mean_integral = tau * quad(lambda y: np.exp(-k_set * tau * y), 0, np.inf)[0]
assert abs(mean_integral / tau - 1) < 1e-8
volts_per_decade = thermal * np.log(10) * gap / dipole
assert abs(rate(voltage) / rate(voltage - volts_per_decade) - 10) < 1e-8

array_size = 1_000_000
expected_left = array_size * inv_e
scatter = np.sqrt(array_size * inv_e * (1 - inv_e))
width_one_left = tau * np.log(array_size)
all_at_one_left = np.exp(array_size * np.log1p(-1 / array_size))
width_99 = -tau * np.log(-np.expm1(np.log(0.99) / array_size))
check_99 = np.exp(array_size * np.log1p(-np.exp(-width_99 / tau)))
assert abs(check_99 - 0.99) < 1e-7


# --- Neglected effects: Gaussian spread of barriers between cells.
def left_spread(width_over_typical, sigma_ev):
    s = sigma_ev / thermal
    def integrand(z):
        normal = np.exp(-z * z / 2) / np.sqrt(2 * np.pi)
        return normal * np.exp(-width_over_typical * np.exp(-s * z))
    return quad(integrand, -10, 10, limit=300)[0]


sigma = 0.025
spread_mean = np.exp((sigma / thermal) ** 2 / 2)
left_spread_mean = left_spread(spread_mean, sigma)
cell_means = np.exp(sigma / thermal * rng.standard_normal(400_000))
spread_times = cell_means * rng.exponential(size=400_000)
assert abs(cell_means.mean() / spread_mean - 1) < 0.015
assert abs(np.mean(spread_times > spread_mean) - left_spread_mean) < 0.004
left_spread_long = left_spread(width_99 / tau, sigma)
assert left_spread_long > 100 * np.exp(-width_99 / tau)

# Linear voltage rise contained in a pulse of total width tau.
rise = 1e-6
rise_dose = rise * quad(lambda y: rate(voltage * y), 0, 1, epsabs=0)[0]
left_rise = np.exp(-rise_dose - k_set * (tau - rise))
g = lowering / thermal
lost_time = rise * (1 - (1 - np.exp(-g)) / g)
assert abs(left_rise - np.exp(-(tau - lost_time) / tau)) < 1e-8

# Voltage error, leakage heating, hot use, reverse hops, oxide breakdown.
left_low = np.exp(-rate(voltage - 0.01) * tau)
left_high = np.exp(-rate(voltage + 0.01) * tau)
leakage, thermal_resistance = 1e-6, 1e6          # A, K/W
heating = voltage * leakage * thermal_resistance
left_heated = np.exp(-rate(voltage, temperature + heating) * tau)
hot = 358.0
tau_hot = 1 / rate(voltage, hot)
reverse_ratio = np.exp(-2 * lowering / thermal)
oxide_thickness, oxide_sites = 5.0, 1e4
breakdown = -np.expm1(-oxide_sites * rate(voltage, thickness=oxide_thickness) * tau)
year = 365.25 * 24 * 3600
day = 24 * 3600
assert reverse_ratio < 1e-6 and breakdown < 1e-3

show("Simulated fraction left at the mean time", left_mc)
show("Formula: fraction left at the mean time", inv_e)
show("Simulated remaining mean / original mean", remaining_ratio)
show("Simulated fraction of survivors left by second pulse", left_again)
show("Simulated median / mean", median_ratio)
show("Formula: median / mean", np.log(2))
show("Diffusion, 10 kT barrier: fraction left at mean", left_barrier)
show("Diffusion, 20 kT downhill: fraction left at mean", left_drift)
show("Two equal steps: fraction left at mean", left_two_step)
show("100-cell arrays complete at tau ln(100), simulated", all_mc)
show("100-cell arrays complete at tau ln(100), formula", all_formula)
show("Gap", gap, "nm")
show("Pulse voltage", voltage, "V")
show("Field", 10 * voltage / gap, "MV/cm")
show("Temperature", temperature, "K")
show("Thermal energy kT", thermal, "eV")
show("Attempt rate", attempt, "1/s")
show("Zero-field barrier", barrier_zero, "eV")
show("Effective dipole", dipole, "e nm")
show("Barrier lowering", lowering, "eV")
show("Barrier during pulse", barrier_zero - lowering, "eV")
show("Switching rate", k_set, "1/s")
show("Mean switching time tau", tau * 1e6, "us")
show("Median switching time", tau * np.log(2) * 1e6, "us")
show("Voltage change per decade of time", volts_per_decade * 1e3, "mV")
show("Switched after 0.1 tau", 100 * (1 - np.exp(-0.1)), "percent")
show("Switched after tau", 100 * (1 - inv_e), "percent")
show("Array size", array_size, "cells", "d")
show("Expected cells left after tau", expected_left, "cells", ".0f")
show("Standard deviation of that count", scatter, "cells", ".0f")
show("Width leaving one cell on average", width_one_left * 1e6, "us")
show("That width / tau", width_one_left / tau)
show("Chance array is complete at that width", all_at_one_left)
show("Width for 99 percent chance of complete array", width_99 * 1e6, "us")
show("That 99 percent width / tau", width_99 / tau)
show("Barrier spread, standard deviation", sigma * 1e3, "meV")
show("Spread: population mean time / typical tau", spread_mean)
show("Spread: fraction left at population mean", left_spread_mean)
show("Spread: fraction left at the 99 percent width", left_spread_long)
show("No spread: fraction left at the 99 percent width", np.exp(-width_99 / tau))
show("Fraction left at tau, voltage 10 mV low", left_low)
show("Fraction left at tau, voltage 10 mV high", left_high)
show("Voltage rise time", rise * 1e6, "us")
show("Fraction left at tau with this rise", left_rise)
show("Assumed leakage current", leakage * 1e6, "uA")
show("Assumed thermal resistance", thermal_resistance, "K/W")
show("Leakage heating", heating, "K")
show("Fraction left at tau with heating", left_heated)
show("Mean switching time at 358 K", tau_hot * 1e6, "us")
show("Reverse rate / forward rate", reverse_ratio)
show("Intact oxide thickness", oxide_thickness, "nm")
show("Assumed number of oxide sites", oxide_sites)
show("Oxide breakdown chance in one pulse of width tau", breakdown)
show("Zero-voltage mean retention at 300 K", 1 / rate(0.0) / year, "years")
show("Zero-voltage mean retention at 358 K", 1 / rate(0.0, hot) / day, "days")
print("tests ok")
```

Running it gives:

```
Simulated fraction left at the mean time: 0.3682
Formula: fraction left at the mean time: 0.3679
Simulated remaining mean / original mean: 0.9961
Simulated fraction of survivors left by second pulse: 0.365
Simulated median / mean: 0.6962
Formula: median / mean: 0.6931
Diffusion, 10 kT barrier: fraction left at mean: 0.3679
Diffusion, 20 kT downhill: fraction left at mean: 0.4388
Two equal steps: fraction left at mean: 0.406
100-cell arrays complete at tau ln(100), simulated: 0.3585
100-cell arrays complete at tau ln(100), formula: 0.366
Gap: 2 nm
Pulse voltage: 1.2 V
Field: 6 MV/cm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Attempt rate: 1e+13 1/s
Zero-field barrier: 1.4 eV
Effective dipole: 1.5 e nm
Barrier lowering: 0.9 eV
Barrier during pulse: 0.5 eV
Switching rate: 3.984e+04 1/s
Mean switching time tau: 25.1 us
Median switching time: 17.4 us
Voltage change per decade of time: 79.37 mV
Switched after 0.1 tau: 9.516 percent
Switched after tau: 63.21 percent
Array size: 1000000 cells
Expected cells left after tau: 367879 cells
Standard deviation of that count: 482 cells
Width leaving one cell on average: 346.7 us
That width / tau: 13.82
Chance array is complete at that width: 0.3679
Width for 99 percent chance of complete array: 462.2 us
That 99 percent width / tau: 18.42
Barrier spread, standard deviation: 25 meV
Spread: population mean time / typical tau: 1.596
Spread: fraction left at population mean: 0.2634
Spread: fraction left at the 99 percent width: 0.005649
No spread: fraction left at the 99 percent width: 1.005e-08
Fraction left at tau, voltage 10 mV low: 0.4732
Fraction left at tau, voltage 10 mV high: 0.2627
Voltage rise time: 1 us
Fraction left at tau with this rise: 0.3824
Assumed leakage current: 1 uA
Assumed thermal resistance: 1e+06 K/W
Leakage heating: 1.2 K
Fraction left at tau with heating: 0.3396
Mean switching time at 358 K: 1.093 us
Reverse rate / forward rate: 5.772e-31
Intact oxide thickness: 5 nm
Assumed number of oxide sites: 1e+04
Oxide breakdown chance in one pulse of width tau: 8.48e-06
Zero-voltage mean retention at 300 K: 1047 years
Zero-voltage mean retention at 358 K: 59.17 days
tests ok
```
